# Penalty method for the first excited state: threshold and gradient

## Definitions and conventions

Let $H$ be a real, self-adjoint Hamiltonian, bounded below, with eigenstates $H\psi_n=E_n\psi_n$. All functions are real. The ground state $\psi_0$ is non-degenerate and normalized, and $E_1>E_0$ is a discrete level. The gap is $\Delta=E_1-E_0$. If $H$ has a continuous spectrum above $E_1$, sums over $n$ include an integral over it.

A trial function $\psi$ need not be normalized. Write

$$N=\langle\psi|\psi\rangle,\qquad q=\langle\psi_0|\psi\rangle,\qquad E=\frac{\langle\psi|H|\psi\rangle}{N},\qquad S^2=\frac{q^2}{N}.$$

The penalty functional, with $\lambda>0$, is

$$L[\psi]=E+\lambda S^2 .$$

Two assumptions are made at first and relaxed later: the reference $\psi_0$ is the exact ground state, and $\psi$ may be any function in the domain of $H$.

The numerical example is one particle in $V(x)=x^2/2+x^3/5+x^4/10$, in oscillator units ($\hbar=m=\omega=1$). This potential has no reflection symmetry, so parity does not keep the two lowest states apart. Diagonalization on a grid gives

$$E_0=0.535013,\quad E_1=1.666497,\quad E_2=2.955124,\quad \Delta=1.131484 .$$

## The simple case: two states

Take $\psi=\cos t\,\psi_1+\sin t\,\psi_0$. Since the two states are orthonormal eigenstates, $E=E_1\cos^2t+E_0\sin^2t$ and $S^2=\sin^2t$. Hence

$$L=E_1(1-\sin^2t)+E_0\sin^2t+\lambda\sin^2t=E_1+(\lambda-\Delta)\sin^2t .$$

Admixing the ground state lowers the energy by $\Delta$ per unit weight and costs $\lambda$ per unit weight. The sign of $\lambda-\Delta$ decides which effect wins. At $\lambda=\Delta$ every mixture has the same $L$.

Near $\psi_1$, $\sin^2t\approx t^2$, so the curvature is $2(\lambda-\Delta)$. Near $\psi_0$, put $t=\pi/2+\tau$; then $\sin^2t\approx1-\tau^2$ and the curvature is $2(\Delta-\lambda)$. For $\lambda=2\Delta$ these are $+2.2630$ and $-2.2630$, in agreement with finite differences of $L$. For $\lambda=\Delta/2$ they are $-1.1315$ and $+1.1315$: the excited state is then unstable and the ground state is a minimum.

## All states

Expand a general $\psi$ in eigenstates and let $w_n=\langle\psi_n|\psi\rangle^2/N$, so that $\sum_nw_n=1$ and $w_0=S^2$. Then

$$L=(E_0+\lambda)w_0+\sum_{n\ge1}E_nw_n .$$

For $\lambda>\Delta$, subtract $E_1=E_1\sum_nw_n$:

$$L-E_1=(\lambda-\Delta)w_0+\sum_{n\ge2}(E_n-E_1)w_n\ \ge 0 .$$

Equality requires $w_0=0$ and no weight on levels above $E_1$. The minimizers are therefore the first excited states; if $E_1$ is degenerate, any vector of its eigenspace will do.

For $\lambda<\Delta$, subtract $E_0+\lambda$ instead:

$$L-(E_0+\lambda)=\sum_{n\ge1}(E_n-E_0-\lambda)w_n\ \ge 0,$$

because $E_n-E_0\ge\Delta>\lambda$. Equality requires $w_0=1$, so the ground state is the minimizer. At $\lambda=\Delta$ the two levels tie. Thus

$$\min L=\min(E_0+\lambda,\,E_1),$$

and the minimizers are exactly the first excited states if and only if $\lambda>\Delta$.

The same result can be read from an operator. Since $\langle\psi|\psi_0\rangle\langle\psi_0|\psi\rangle=q^2$,

$$L=\frac{\langle\psi|K|\psi\rangle}{\langle\psi|\psi\rangle},\qquad K=H+\lambda|\psi_0\rangle\langle\psi_0| .$$

$K$ has the eigenvectors of $H$, and the only eigenvalue that moves is $E_0$, which becomes $E_0+\lambda$. In the full space the stationary points of $L$ are the eigenvectors of $K$. Rotating from an eigenvector with eigenvalue $\kappa$ toward an orthogonal one with eigenvalue $\kappa'$ gives $L=\kappa+(\kappa'-\kappa)\sin^2t$, with curvature $2(\kappa'-\kappa)$. A stationary point above the lowest eigenvalue thus has a downhill direction, and there are no false local minima. A nonlinear parametrization can create them.

The test on both sides of the threshold uses 22 oscillator functions and a random start, with the gradient derived below. At $\lambda=0.9\Delta$ the minimization ends at the ground state, with $L=E_0+0.9\Delta=1.5533$. At $\lambda=1.1\Delta$ it ends at the first excited state, with $L=E=1.666497$. Raising $\lambda$ to $2\Delta$ leaves this energy unchanged to the digits shown, because the penalty vanishes at the minimum.

## The gradient

Let $\psi$ depend on real parameters $p_i$, and write $\partial_i=\partial/\partial p_i$. The reference is fixed. Put $A=\langle\psi|K|\psi\rangle$, so that $L=A/N$. The quotient rule gives

$$\partial_iL=\frac{\partial_iA}{N}-\frac{A\,\partial_iN}{N^2}=\frac{\partial_iA-L\,\partial_iN}{N}.$$

Because $K$ is symmetric and the functions are real, the two terms produced by differentiating each bilinear form are equal:

$$\partial_iA=2\langle\partial_i\psi|K\psi\rangle,\qquad \partial_iN=2\langle\partial_i\psi|\psi\rangle .$$

This assumes that $\psi$ and $\partial_i\psi$ are smooth and decay fast enough for the boundary terms to vanish. Therefore

$$\boxed{\;\partial_iL=\frac{2}{N}\,\langle\partial_i\psi|(K-L)\psi\rangle,\qquad K\psi=H\psi+\lambda q\,\psi_0\;}$$

For Monte Carlo, define

$$O_i=\frac{\partial_i\psi}{\psi},\qquad E_L=\frac{H\psi}{\psi},\qquad r=\frac{\psi_0}{\psi},$$

and let $\langle\cdot\rangle$ be the average over the density $\psi^2/N$. Then $\partial_i\psi=O_i\psi$ and $K\psi=(E_L+\lambda qr)\psi$. Inserting both,

$$\partial_iL=2\big[\langle O_i(E_L+\lambda qr)\rangle-L\langle O_i\rangle\big].$$

The average of $r$ is $\langle r\rangle=\frac1N\int\psi\psi_0=q/N$. Hence $\langle E_L+\lambda qr\rangle=E+\lambda q^2/N=L$, and the bracket is a covariance:

$$\boxed{\;\partial_iL=2\,\mathrm{Cov}\big(O_i,\;E_L+\lambda q\,r\big)\;}$$

The penalty adds $\lambda qr$ to the local energy. Its separate contribution to the gradient is $\lambda\,\partial_iS^2$, where

$$\partial_iS^2=2q\big[\langle O_ir\rangle-\langle O_i\rangle\langle r\rangle\big].$$

The number $q$ is a constant inside the covariance. Its own dependence on the parameters is already counted by the factor 2, which came from the two equal terms in $\partial_iA$. It can be sampled from the ground state, since

$$q=\int\psi_0^2\,\frac{\psi}{\psi_0}\,dx .$$

If the reference is not normalized, replace $q$ by the average of $\psi/\psi_0$ over $\psi_0^2/\langle\psi_0|\psi_0\rangle$. The covariance formula then keeps its form, because $K$ contains the projector divided by $\langle\psi_0|\psi_0\rangle$.

Two limits check the result. At $\psi=\psi_1$, $q=0$ and $E_L=E_1$ is constant, so the covariance vanishes. At $\psi=\psi_0$, $q=r=1$ and $E_L=E_0$; the covariance vanishes again, for every $\lambda$. The ground state remains stationary even when it is unstable, so an optimization should not start exactly there.

### Numbers for a nonlinear trial

Take

$$\psi=(x-c)\,e^{J},\qquad J=-\tfrac12ax^2-bx,$$

for which $O_c=-1/(x-c)$, $O_a=-x^2/2$ and $O_b=-x$. At $c=0.25$, $a=1.20$, $b=-0.10$ and $\lambda=2\Delta=2.262968$, quadrature gives $E=1.658772$ and $S^2=0.186431$. Thus

$$L=1.658772+2.262968\times0.186431=2.0807 .$$

The energy lies within $0.008$ of $E_1$, although almost 19% of the state is ground state. Weight on levels above $E_1$ offsets the ground-state weight in the energy. Closeness of $E$ to $E_1$ is therefore no evidence of a good excited state.

The covariance formula gives

$$(\partial_cL,\partial_aL,\partial_bL)=(1.0407,\,-0.1324,\,-0.5589),$$

and central differences of $L$, computed from its definition, agree to the six decimals printed.

## Sampling near a moving node

A correct mean does not guarantee a finite variance. Let $F=K\psi$. The sampled product for the node parameter is $O_cF/\psi$, and its second moment under $\psi^2/N$ is

$$\frac1N\int\psi^2\,\frac{O_c^2F^2}{\psi^2}\,dx=\frac1N\int\frac{F^2}{(x-c)^2}\,dx .$$

Exclude a window $|x-c|<\delta$. Near the node $F\approx F(c)$, and each side contributes $F(c)^2\int_\delta du/u^2\approx F(c)^2/\delta$. The leading behavior is

$$\frac{2F(c)^2}{N\delta}\quad\to\quad\infty\qquad(\delta\to0),$$

unless $F(c)=0$. The mean is finite, because $\psi^2O_cF/\psi=F\,\partial_c\psi$ has no singularity, but the usual error estimate based on a finite variance does not apply. At the exact excited state the problem disappears: $F=E_1\psi_1$ vanishes at the node.

For the trial above, $F(c)=-0.39281$ and $N=0.72514$. At $\delta=10^{-5}$ the formula gives $2(0.39281)^2/(0.72514\times10^{-5})\approx42557$; direct integration gives $42566$.

A remedy is to sample from $g=\psi^2+\psi_0^2$, which is nonzero at a node of $\psi$ wherever $\psi_0\ne0$. Let $\langle\cdot\rangle_g$ be the average over normalized $g$, and define

$$A_g=\left\langle\frac{\psi^2}{g}\right\rangle_g,\quad B_g=\left\langle\frac{\psi\psi_0}{g}\right\rangle_g,\quad C_g=\left\langle\frac{\psi_0^2}{g}\right\rangle_g,$$

$$D_i=\left\langle\frac{\psi\,\partial_i\psi}{g}\right\rangle_g,\quad P_i=\left\langle\frac{\psi_0\,\partial_i\psi}{g}\right\rangle_g,\quad M_i=\left\langle\frac{(\partial_i\psi)H\psi}{g}\right\rangle_g .$$

Each average is the corresponding integral divided by the same constant $\int g\,dx$, which cancels in ratios. Consequently $S^2=B_g^2/(A_gC_g)$, and

$$\partial_iE=\frac{2(M_i-E\,D_i)}{A_g},\qquad \partial_iS^2=\frac{2B_g}{A_gC_g}\left(P_i-\frac{B_g}{A_g}D_i\right).$$

The energy is also a ratio, $E=\langle\psi H\psi/g\rangle_g/A_g$. In the example the second moment of $(\partial_c\psi)F/g$ settles at $1.386$ as $\delta$ decreases. A Metropolis run with this density gives $1.048\pm0.006$, $-0.129\pm0.008$ and $-0.556\pm0.005$ for the three gradient components, consistent with the quadrature values.

This cure relies on $\psi_0$ being nonzero at the node of $\psi$. For fermions in higher dimensions the two nodal surfaces may cross. At a transverse crossing $g$ grows as $\rho^2$, with $\rho$ the distance from the crossing. If $(\partial_i\psi)F$ is nonzero there, the second moment contains $\int\rho\,d\rho/\rho^2$, which still diverges, though only logarithmically.

## A restricted trial family

With an exact reference and $\lambda\ge\Delta$, the inequality $L\ge E_1$ holds for every trial function, and so for every member of a restricted family. The energy alone obeys a weaker bound. Replacing all levels above $E_1$ by $E_1$ gives

$$E=\sum_nE_nw_n\ \ge\ E_0w_0+E_1(1-w_0)=E_1-\Delta S^2 .$$

Optimizing the three-parameter trial at $\lambda=2\Delta$ gives $L=1.67403$, which is $0.0075$ above $E_1$. The ground-state weight falls to $2.9\times10^{-6}$, and the weight on $\psi_1$ is $0.9985$. In the identity for $L-E_1$ the ground-state term $(\lambda-\Delta)w_0$ is only about $3\times10^{-6}$, so the remaining error comes from the weight of about $0.0015$ on levels above $E_1$. This is the minimum reached by a local search from the parameters above; other starting points were not tried.

Restriction can also move the threshold. Consider the linear span of $\psi_0$ and one trial $\psi$, and remove the ground-state part: $\chi=\psi-q\psi_0$. Then $\langle\psi_0|\chi\rangle=0$, and $\langle\psi_0|H|\chi\rangle=E_0\langle\psi_0|\chi\rangle=0$. In this space $K$ is diagonal, with eigenvalues $E_0+\lambda$ and $E[\chi]$. The excited solution wins when

$$\lambda>E[\chi]-E_0\ \ge\ \Delta .$$

The last inequality holds because $\chi$ has no ground-state component. For the unoptimized trial, $E[\chi]=1.916284$, so the threshold is $1.3813$, or about $1.22\Delta$. A penalty of $1.1\Delta$, sufficient in the full space, would return the ground state here.

## An imperfect reference

In practice the reference is itself an approximation. First let it contain some of the target state:

$$\varphi=\cos\theta\,\psi_0+\sin\theta\,\psi_1,\qquad s=\sin\theta .$$

The operator $K_\varphi=H+\lambda|\varphi\rangle\langle\varphi|$ couples only $\psi_0$ and $\psi_1$. In that basis

$$K_\varphi-E_0=\begin{pmatrix}\lambda\cos^2\theta&\lambda s\cos\theta\\ \lambda s\cos\theta&\Delta+\lambda s^2\end{pmatrix}.$$

Its trace is $\Delta+\lambda$. In its determinant the terms $\lambda^2s^2\cos^2\theta$ cancel, leaving $\lambda\Delta(1-s^2)$. The lower eigenvalue is

$$\mu=E_0+\tfrac12(\Delta+\lambda-R),\qquad R^2=(\Delta+\lambda)^2-4\lambda\Delta(1-s^2)=(\lambda-\Delta)^2+4\lambda\Delta s^2 .$$

It is the lowest level of $K_\varphi$: the combination of $\psi_0$ and $\psi_1$ orthogonal to $\varphi$ has energy $E_1-\Delta s^2$, so $\mu\le E_1-\Delta s^2$, while the other levels are not below $E_1$.

For the normalized minimizer, the Hellmann–Feynman theorem gives the squared overlap with $\varphi$ as $d\mu/d\lambda$. Since $dR/d\lambda=(\lambda-\Delta+2\Delta s^2)/R$,

$$\frac{d\mu}{d\lambda}=\frac12\left(1-\frac{\lambda-\Delta+2\Delta s^2}{R}\right),\qquad E=\mu-\lambda\frac{d\mu}{d\lambda}.$$

For $\lambda>\Delta$ and $4\lambda\Delta s^2\ll(\lambda-\Delta)^2$, expand $R\approx\lambda-\Delta+2\lambda\Delta s^2/(\lambda-\Delta)$. Then

$$\mu\approx E_1-\frac{\lambda\Delta s^2}{\lambda-\Delta},\qquad \frac{d\mu}{d\lambda}\approx\frac{\Delta^2s^2}{(\lambda-\Delta)^2},$$

and combining them over the common denominator gives

$$E\approx E_1-\Delta s^2\,\frac{\lambda(\lambda-\Delta)+\lambda\Delta}{(\lambda-\Delta)^2}=E_1-\Delta s^2\frac{\lambda^2}{(\lambda-\Delta)^2}.$$

The energy is too low, and the error grows near the threshold. As $\lambda\to\infty$ the minimizer becomes orthogonal to $\varphi$, and the error tends to $-\Delta s^2$. A larger penalty therefore cannot remove it.

Take $s^2=0.01$ and $\lambda=2\Delta$. Then $R=\Delta\sqrt{1.08}=1.03923\Delta$, so

$$\mu=0.535013+\tfrac12(3-1.03923)\times1.131484=1.6443 .$$

The overlap is $\frac12(1-1.02/1.03923)=0.00925$, and $E=1.6443-2.262968\times0.00925=1.6234$. This is $0.0431$ below $E_1$; the small-$s$ formula predicts $4\Delta s^2=0.0453$. At $\lambda=10\Delta$ the error shrinks to $-0.0139$, approaching the limit $-0.0113$. At $\lambda=1.2\Delta$ it is $-0.230$; there $4\lambda\Delta s^2=0.048\Delta^2$ exceeds $(\lambda-\Delta)^2=0.04\Delta^2$, and the expansion is not valid. The functional $L=\mu$ is also below $E_1$, so its upper-bound property is lost.

Contamination by a higher state acts differently. Let $\varphi=\cos\theta\,\psi_0+s\,\psi_2$. Now $\psi_1$ is orthogonal to $\varphi$ and remains an eigenvector with eigenvalue $E_1$. The question is when it becomes the lowest. For an eigenvector $v$ with eigenvalue $\mu$ and $\langle\varphi|v\rangle\ne0$, projection on $\psi_n$ gives

$$(E_n-\mu)v_n=-\lambda\varphi_n\langle\varphi|v\rangle .$$

Divide by $E_n-\mu$, multiply by $\varphi_n$ and sum over $n$. Canceling $\langle\varphi|v\rangle$ leaves

$$1+\lambda\sum_n\frac{\varphi_n^2}{E_n-\mu}=0 .$$

The lower root starts at $E_0$ for $\lambda=0$ and rises, since $d\mu/d\lambda=\langle\varphi|v\rangle^2>0$. Setting $\mu=E_1$ gives the crossing:

$$\lambda_c=\left[\frac{\cos^2\theta}{\Delta}-\frac{s^2}{E_2-E_1}\right]^{-1}.$$

If the bracket is not positive, no finite penalty makes $\psi_1$ the unique minimizer. For $s^2=0.05$, with $E_2-E_1=1.288627$,

$$\lambda_c=\left[\frac{0.95}{1.131484}-\frac{0.05}{1.288627}\right]^{-1}=1.2487=1.104\,\Delta .$$

At $0.99\lambda_c$ the lowest level is still $0.0104$ below $E_1$; at $1.01\lambda_c$ it equals $E_1$ within numerical rounding. This kind of reference error raises the required penalty but leaves the excited state exact above the new threshold. The numerical check covers both kinds of contamination.

## Computed values

```
Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))
E0 = 0.535013, E1 = 1.666497, E2 = 2.955124
gap E1-E0 = 1.131484
Minimization with 22 oscillator functions, random start:
 lam/gap=0.5: L=1.100755 E=0.535013 w0=1.000000 w1=0.000000
 lam/gap=0.9: L=1.553348 E=0.535013 w0=1.000000 w1=0.000000
 lam/gap=1.1: L=1.666497 E=1.666497 w0=0.000000 w1=1.000000
 lam/gap=2.0: L=1.666497 E=1.666497 w0=0.000000 w1=1.000000
lam/gap=0.5: curvature at psi1 = -1.1315, at psi0 = 1.1315
lam/gap=2.0: curvature at psi1 = 2.2630, at psi0 = -2.2630
Trial c=0.25, a=1.20, b=-0.10; lam = 2 gap = 2.262968
 E = 1.658772, S2 = 0.186431, L = 2.080660
 order of gradient components: c, a, b
 gradient, covariance:  [ 1.040657 -0.132365 -0.558907]
 gradient, differences: [ 1.040657 -0.132365 -0.558907]
Metropolis: 4000 walkers, 500 steps per average, acceptance 0.652
 sampled gradient: [ 1.048  -0.1294 -0.5561]
 standard errors:  [0.0055 0.0076 0.0052]
 sampled S2 = 0.18765 +- 0.00107, E = 1.65920 +- 0.00198
Second moments outside |x-c|<delta; F(c) = -0.39281, <psi|psi> = 0.72514
 delta=1e-03: psi^2 sampling 434.57, mixed 1.3854
 delta=1e-04: psi^2 sampling 4264.7, mixed 1.3857
 delta=1e-05: psi^2 sampling 42566, mixed 1.3858
 predicted psi^2 value at last delta: 42557
Two-function space: E[chi] = 1.916284, threshold = 1.381272
Optimized trial: c=-0.22193, a=1.24835, b=0.33252
 L=1.674030, E=1.674024, S2=2.922e-06, w1=0.998529
Reference with weight 0.01 of psi1:
 lam/gap=1.2: L=1.611819, E=1.436407, E-E1=-0.230090
 lam/gap=2.0: L=1.644302, E=1.623365, E-E1=-0.043132
 lam/gap=10.0: L=1.653940, E=1.652564, E-E1=-0.013933
 large-lam limit of E-E1 = -0.011315
Reference with weight 0.05 of psi2: threshold = 1.248745 = 1.10363 gap
 L-E1 at 0.99 threshold: -0.010387; at 1.01 threshold: 7.0e-14
```
